**Soft-Coulomb ground state and finite-difference orders**

In Hartree atomic units, $H=-\tfrac12\,d^2/dx^2-1/s$ with $s=\sqrt{x^2+2}$ has the ground state $\psi=(1+s)e^{-s}$ and the ground energy $-\tfrac12$. A central stencil of order $2m$ on spacing $h$ has the leading energy error $-\tfrac12c_mh^{2m}\int(\psi^{(m+1)})^2dx/\int\psi^2dx$, where $c_m=2(m!)^2/(2m+2)!$. The program asserts the eigenvalue equation symbolically, including the residual for a general softening length, and the square form of the energy excess for one off-centre Gaussian. It also asserts the moments of the stencil weights in rational arithmetic. For orders 2 to 8 it asserts negative errors at $h=0.4$ and $0.2$ bohr, an observed order within 0.4 of the nominal one, and agreement with the leading law within 10% at $h=0.2$ bohr. Spacings predicted for an error of one microhartree are run and must give that error within 40%. The output shows that the predicted spacings give 2819 points at order 2 and 91 points at order 8, where the actual error is 0.76 microhartree in size. It also shows that at $h=0.8$ bohr the order-8 energy depends on the position of the grid by more than its own error.

## Numerical verification

```python
"""Soft-Coulomb benchmark in Hartree atomic units.
Claim: H = -1/2 d2/dx2 - 1/s, s = sqrt(x^2+2), has the ground state
psi = (1+s) exp(-s) with energy -1/2. A central stencil of order 2m on
spacing h has the leading energy error
 -(c_m/2) h^(2m) int (psi^(m+1))^2 dx / int psi^2 dx,
with c_m = 2 (m!)^2/(2m+2)!. Here psi^(n) is the nth derivative.
"""
from fractions import Fraction
from math import factorial, log2, sqrt
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eig_banded
from scipy.special import kv

EXACT = -0.5
HALF_BOX = 24.0
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Symbolic residual for a general softening length a
x, a, S = sp.symbols("x a S", positive=True)
s_general = sp.sqrt(x**2 + a**2)
trial = (1 + s_general) * sp.exp(-s_general)
residual = -sp.diff(trial, x, 2) / 2 - trial / s_general + trial / 2
residual_in_s = residual.subs(x, sp.sqrt(S**2 - a**2))
claimed = sp.exp(-S) * (a**2 - 2) / (2 * S)
assert sp.simplify(residual_in_s - claimed) == 0
assert sp.simplify(residual_in_s.subs(a, sp.sqrt(2))) == 0

# Exact orbital, its derivatives and its expectation values
X = sp.symbols("X", real=True)
s_sym = sp.sqrt(X**2 + 2)
psi_sym = (1 + s_sym) * sp.exp(-s_sym)
derivative = [sp.lambdify(X, sp.diff(psi_sym, X, n), "numpy")
              for n in range(6)]


def even_integral(function):
    return 2 * quad(function, 0, 30, epsabs=1e-13, epsrel=1e-11,
                    limit=300)[0]


norm = even_integral(lambda t: derivative[0](t)**2)
z = 2 * sqrt(2)
norm_bessel = 10 * kv(0, z) + 9 * sqrt(2) * kv(1, z)
assert abs(norm - norm_bessel) < 1e-10
kinetic = even_integral(lambda t: derivative[1](t)**2) / (2 * norm)
potential = -even_integral(
    lambda t: derivative[0](t)**2 / sqrt(t*t + 2)) / norm
assert abs(kinetic + potential - EXACT) < 1e-10

# Lower bound: energy excess of an off-centre Gaussian in two ways


def gauss(t):
    return np.exp(-0.4 * (t - 0.3)**2)


def gauss_slope(t):
    return -0.8 * (t - 0.3) * gauss(t)


def excess_direct(t):
    return (gauss_slope(t)**2 / 2
            + (0.5 - 1 / sqrt(t*t + 2)) * gauss(t)**2)


def excess_square(t):
    log_slope = -t / (1 + sqrt(t*t + 2))
    return (gauss_slope(t) - log_slope * gauss(t))**2 / 2


gauss_norm = quad(lambda t: gauss(t)**2, -12, 12)[0]
excess_a = quad(excess_direct, -12, 12, epsabs=1e-12)[0] / gauss_norm
excess_b = quad(excess_square, -12, 12, epsabs=1e-12)[0] / gauss_norm
assert abs(excess_a - excess_b) < 1e-9 and excess_b > 0


# Stencil weights from Lagrange extrapolation in the variable k^2
def stencil(m):
    weights = [Fraction(0)]
    for k in range(1, m + 1):
        w = Fraction(1, k*k)
        for j in range(1, m + 1):
            if j != k:
                w *= Fraction(j*j, j*j - k*k)
        weights.append(w)
    weights[0] = -2 * sum(weights[1:])
    return weights


def error_constant(m):
    return Fraction(2 * factorial(m)**2, factorial(2*m + 2))


for m in range(1, 5):
    w = stencil(m)
    for j in range(1, m + 1):
        moment = 2 * sum(w[k] * k**(2*j) for k in range(1, m + 1))
        assert moment == (2 if j == 1 else 0)
    missed = 2 * sum(w[k] * k**(2*m + 2) for k in range(1, m + 1))
    assert missed / factorial(2*m + 2) == (-1)**(m+1) * error_constant(m)


def grid_and_bands(m, h, shift=0.0):
    n = round(HALF_BOX / h)
    points = h * (np.arange(-n, n + 1) + shift)
    bands = np.zeros((m + 1, points.size))
    for k, w in enumerate(stencil(m)):
        bands[k] = -0.5 * float(w) / h**2
    bands[0] -= 1 / np.sqrt(points**2 + 2)
    return points, bands


def levels(m, h, shift=0.0, highest=0):
    bands = grid_and_bands(m, h, shift)[1]
    return eig_banded(bands, lower=True, eigvals_only=True,
                      select="i", select_range=(0, highest))


print(f"Exact ground energy: {EXACT:.1f} hartree = "
      f"{EXACT * HARTREE_EV:.4f} eV")
print(f"Norm integral of unnormalized psi^2: {norm:.8f} bohr")
print(f"Same norm from Bessel functions: {norm_bessel:.8f} bohr")
print(f"Kinetic expectation value: {kinetic:.8f} hartree")
print(f"Potential expectation value: {potential:.8f} hartree")
print(f"Gaussian trial excess, direct: {excess_a:.8f} hartree")
print(f"Gaussian trial excess, square form: {excess_b:.8f} hartree")
print(f"Box half-length: {HALF_BOX:.1f} bohr")

# Benchmark of stencil orders
spacings = [0.8, 0.4, 0.2]
prefactors = {}
for m in range(1, 5):
    p = 2 * m
    integral = even_integral(lambda t: derivative[m+1](t)**2) / norm
    prefactors[m] = float(error_constant(m)) * integral / 2
    print(f"Order {p}: c = {error_constant(m)}, derivative integral "
          f"ratio = {integral:.6f} a.u., A = {prefactors[m]:.4e} a.u.")
    errors, ratios = [], []
    for h in spacings:
        error = levels(m, h)[0] - EXACT
        ratio = error / (-prefactors[m] * h**p)
        errors.append(error)
        ratios.append(ratio)
        print(f"  h = {h:.1f} bohr: error = {error:.3e} hartree, "
              f"actual/leading law = {ratio:.3f}")
    observed = log2(errors[1] / errors[2])
    print(f"  observed order from h = 0.4 and 0.2: {observed:.3f}")
    assert errors[1] < 0 and errors[2] < 0
    assert abs(observed - p) < 0.4    # finite-h corrections remain
    assert abs(ratios[2] - 1) < 0.1   # next power of h at h = 0.2

# Spacing predicted for a chosen accuracy, then actually run
target = 1e-6
print(f"Target error size: {target:.1e} hartree")
for m in range(1, 5):
    h = (target / prefactors[m])**(1 / (2*m))
    size = grid_and_bands(m, h)[0].size
    actual = levels(m, h)[0] - EXACT
    print(f"  order {2*m}: h = {h:.4f} bohr, {size} points, "
          f"actual error = {actual:.3e} hartree")
    assert 0.6 * target < -actual < 1.4 * target

# Dependence on the position of the grid, order 8
splits = []
for h in (0.8, 0.4):
    split = levels(4, h, 0.5)[0] - levels(4, h)[0]
    splits.append(abs(split))
    print(f"Half-step shift, order 8, h = {h:.1f} bohr: "
          f"energy change = {split:.2e} hartree")
assert splits[0] / splits[1] > 2**8

# Grid orbital and first excited level
points, bands = grid_and_bands(4, 0.2)
values, vectors = eig_banded(bands, lower=True, select="i",
                             select_range=(0, 1))
orbital = vectors[:, 0] / sqrt(0.2)
orbital *= np.sign(orbital[points.size // 2])
deviation = np.max(np.abs(orbital - derivative[0](points) / sqrt(norm)))
assert deviation < 2e-6
assert values[1] > EXACT + 0.1
print(f"Largest orbital deviation, order 8, h = 0.2 bohr: "
      f"{deviation:.2e} bohr^(-1/2)")
print(f"First excited level, order 8, h = 0.2 bohr: "
      f"{values[1]:.6f} hartree")
print("checks complete")
```

It prints:

```
Exact ground energy: -0.5 hartree = -13.6057 eV
Norm integral of unnormalized psi^2: 1.05242137 bohr
Same norm from Bessel functions: 1.05242137 bohr
Kinetic expectation value: 0.07345788 hartree
Potential expectation value: -0.57345788 hartree
Gaussian trial excess, direct: 0.07235322 hartree
Gaussian trial excess, square form: 0.07235322 hartree
Box half-length: 24.0 bohr
Order 2: c = 1/12, derivative integral ratio = 0.082751 a.u., A = 3.4480e-03 a.u.
  h = 0.8 bohr: error = -2.320e-03 hartree, actual/leading law = 1.051
  h = 0.4 bohr: error = -5.567e-04 hartree, actual/leading law = 1.009
  h = 0.2 bohr: error = -1.382e-04 hartree, actual/leading law = 1.002
  observed order from h = 0.4 and 0.2: 2.010
Order 4: c = 1/90, derivative integral ratio = 0.102110 a.u., A = 5.6728e-04 a.u.
  h = 0.8 bohr: error = -2.341e-04 hartree, actual/leading law = 1.008
  h = 0.4 bohr: error = -1.409e-05 hartree, actual/leading law = 0.970
  h = 0.2 bohr: error = -9.003e-07 hartree, actual/leading law = 0.992
  observed order from h = 0.4 and 0.2: 3.968
Order 6: c = 1/560, derivative integral ratio = 0.236366 a.u., A = 2.1104e-04 a.u.
  h = 0.8 bohr: error = -6.207e-05 hartree, actual/leading law = 1.122
  h = 0.4 bohr: error = -7.860e-07 hartree, actual/leading law = 0.909
  h = 0.2 bohr: error = -1.318e-08 hartree, actual/leading law = 0.976
  observed order from h = 0.4 and 0.2: 5.898
Order 8: c = 1/3150, derivative integral ratio = 0.946173 a.u., A = 1.5019e-04 a.u.
  h = 0.8 bohr: error = -3.391e-05 hartree, actual/leading law = 1.346
  h = 0.4 bohr: error = -7.911e-08 hartree, actual/leading law = 0.804
  h = 0.2 bohr: error = -3.628e-10 hartree, actual/leading law = 0.944
  observed order from h = 0.4 and 0.2: 7.769
Target error size: 1.0e-06 hartree
  order 2: h = 0.0170 bohr, 2819 points, actual error = -1.000e-06 hartree
  order 4: h = 0.2049 bohr, 235 points, actual error = -9.916e-07 hartree
  order 6: h = 0.4098 bohr, 119 points, actual error = -9.054e-07 hartree
  order 8: h = 0.5345 bohr, 91 points, actual error = -7.596e-07 hartree
Half-step shift, order 8, h = 0.8 bohr: energy change = 4.37e-05 hartree
Half-step shift, order 8, h = 0.4 bohr: energy change = 4.70e-10 hartree
Largest orbital deviation, order 8, h = 0.2 bohr: 2.79e-08 bohr^(-1/2)
First excited level, order 8, h = 0.2 bohr: -0.232903 hartree
checks complete
```
